\section*{Doping at Which a Bare Contact Overtakes an Insulator-Interlayer Contact}

\section{A layer that removes the semiconductor barrier}

A metal on an $n$-type semiconductor has a barrier $\phi_b$. A thin insulator placed between them is supposed, first, to remove the semiconductor barrier altogether. Electrons then reach the insulator without crossing a depletion layer, but must tunnel through the insulator. One contact has a barrier whose width depends on doping; the other has a barrier of fixed width.

Barriers are positive energies measured upward from the Fermi level, and $q>0$ is the elementary charge. The semiconductor has absolute permittivity $\varepsilon$, uniform ionised doping $N$ and tunnelling mass $m$ along the contact normal. For now the bulk Fermi level lies at the conduction-band edge, the depletion layer contains no mobile electrons, and the bias is vanishingly small.

Let $y$ run from the neutral edge of the depletion layer towards the metal. For the electron potential energy $V$, Poisson's equation is $V''=q^2N/\varepsilon$. Since $V=V'=0$ at the neutral edge,
\begin{equation}
V(y)=\frac{q^2N}{2\varepsilon}y^2,\qquad
W_b=\sqrt{\frac{2\varepsilon\phi_b}{q^2N}},
\end{equation}
where the width follows from $V(W_b)=\phi_b$. The semiclassical transmission is $e^{-S}$ apart from a prefactor. At the Fermi energy, $V=\phi_b(y/W_b)^2$ gives
\begin{align}
S_b&=\frac{2}{\hbar}\int_0^{W_b}\sqrt{2mV}\,dy
=\frac{2\sqrt{2m\phi_b}}{\hbar}\int_0^{W_b}\frac{y}{W_b}\,dy\nonumber\\
&=\frac{\sqrt{2m\phi_b}\,W_b}{\hbar}
=\frac{2\phi_b}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}.
\end{align}
With the tunnelling energy
\begin{equation}
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}},
\end{equation}
this is $S_b=\phi_b/E_{00}$.

Let the insulator have thickness $t$, tunnelling mass $m_i$ and a flat band edge at height $c$ above the semiconductor band edge. In this special case $c$ is also its height above the Fermi level, so its exponent is $2t\sqrt{2m_ic}/\hbar$. Equality with $S_b$ gives
\begin{equation}
W_b\sqrt{m\phi_b}=2t\sqrt{m_ic}.
\end{equation}
The bare contact wins when doping has made its depletion layer narrower than this condition requires. Planck's constant has cancelled, because both exponents are a momentum times a length divided by $\hbar$.

\section{A barrier that is lowered but not removed}

Now let the interlayer contact keep a barrier $\phi_m$, with $0\le\phi_m<\phi_b$. Both contacts have the same $N$, $m$ and $\varepsilon$, and the two barriers are held fixed as $N$ changes. At the interface the semiconductor band edge is $\phi_m$ above the Fermi level, so the insulator edge is at
\begin{equation}
U=\phi_m+c .
\end{equation}
The two regions are crossed in series and their exponents add:
\begin{equation}
S_{\rm layer}=\frac{\phi_m}{E_{00}}+S_i,\qquad
S_i=\frac{2t\sqrt{2m_iU}}{\hbar}.
\end{equation}
The difference is
\begin{equation}
D(N)=S_b-S_{\rm layer}=\frac{\phi_b-\phi_m}{E_{00}}-S_i .
\end{equation}
Because $E_{00}\propto\sqrt N$, $D$ falls steadily from large positive values to $-S_i$. For $S_i>0$ it has one zero, at
\begin{equation}
E_{00}^*=\frac{\phi_b-\phi_m}{S_i}.
\end{equation}
Squaring the definition of $E_{00}$ gives $N=4m\varepsilon E_{00}^2/(q^2\hbar^2)$. Also $S_i^2=8m_iUt^2/\hbar^2$. Therefore
\begin{align}
N^*&=\frac{4m\varepsilon}{q^2\hbar^2}
\frac{\hbar^2(\phi_b-\phi_m)^2}{8m_iUt^2}\nonumber\\
&=\frac{\varepsilon m(\phi_b-\phi_m)^2}{2q^2m_iUt^2}.
\label{eq:nstar}
\end{align}
Above $N^*$ the bare contact has the smaller exponent; below it the interlayer contact does. At the crossover both exponents equal
\begin{equation}
S^*=\frac{\phi_b}{E_{00}^*}=\frac{\phi_bS_i}{\phi_b-\phi_m}.
\end{equation}

Three limits test the formula. If $\phi_m\to\phi_b$, the layer gives no benefit and $N^*\to0$. If $t\to0$ at fixed $\phi_m$, the benefit costs nothing and $N^*\to\infty$. If $\phi_m=0$, the first case returns. When the insulator edge falls to the Fermi level, $U\to0$ and there is no finite crossover; for $U<0$ the square root no longer describes attenuation.

At fixed doping, solving \eqref{eq:nstar} for thickness shows that the layer has the smaller exponent when
\begin{equation}
t<(\phi_b-\phi_m)\sqrt{\frac{\varepsilon m}{2q^2m_iUN}} .
\end{equation}
This holds $\phi_m$ fixed. In a contact whose barrier changes with thickness, the measured or calculated $\phi_m(t)$ must be inserted.

\section{Numbers for alumina on germanium}

Consider a metal on (100) $n$-type germanium, with or without amorphous alumina. Rough typical parameters are $\phi_b=0.55$ eV, $\phi_m=0.15$ eV, $c=2.0$ eV, $t=1$ nm, $m_i=0.3m_0$ and $\varepsilon=16\varepsilon_0$. Here $m_0$ is the free-electron mass and $\varepsilon_0$ the vacuum permittivity.

Each conduction valley of germanium is an ellipsoid about a $[111]$ axis, with rough masses $m_l=1.6m_0$ and $m_t=0.08m_0$. Inverse masses combine with the squared direction cosines. On (100) these are $1/3$ along the axis and $2/3$ across it:
\begin{equation}
\frac{m_0}{m}=\frac{1}{3(1.6)}+\frac{2}{3(0.08)},
\qquad m=0.117m_0 .
\end{equation}
The insulator barrier is $U=0.15+2.0=2.15$ eV and its decay constant is $4.115\ {\rm nm}^{-1}$. Hence
\begin{align}
S_i&=2(4.115\ {\rm nm}^{-1})(1\ {\rm nm})=8.23,\\
E_{00}^*&=\frac{0.55-0.15}{8.23}\ {\rm eV}=0.0486\ {\rm eV},\\
N^*&=\frac{4(0.117m_0)(16\varepsilon_0)(0.0486\ {\rm eV})^2}{q^2\hbar^2}
\nonumber\\
&=1.28\times10^{19}\ {\rm cm}^{-3}.
\end{align}
The common exponent is $0.55(8.23)/0.40=11.3$, and the bare depletion width is 8.7 nm. Direct numerical integration of Poisson's equation and the action gives the same crossover.

At $5\times10^{19}\ {\rm cm}^{-3}$ the bare exponent is 5.7 and the other is 9.8. The difference of 4.1 favours the bare contact by a factor of about 60 if prefactors are equal. At $3\times10^{18}\ {\rm cm}^{-3}$ the exponents are 23.4 and 14.6, so the order is reversed. That second comparison is a low-temperature one: there $E_{00}$ is below the room-temperature $kT$.

Thickness enters as $t^{-2}$. With all other parameters fixed, 0.5 nm gives $5.1\times10^{19}\ {\rm cm}^{-3}$ and 1.5 nm gives $5.7\times10^{18}\ {\rm cm}^{-3}$.

\section{What the neglected prefactor does}

Suppose that the interlayer conductance has an additional factor $1/r$ relative to the bare one. Equality then reads
\begin{equation}
\frac{\phi_b-\phi_m}{E_{00}}=S_i+\ln r,
\end{equation}
provided the right side is positive. Since $N\propto E_{00}^2$,
\begin{equation}
N_r=N^*\left(1+\frac{\ln r}{S_i}\right)^{-2}.
\label{eq:prefactor}
\end{equation}
For $r=10$, the crossover falls to $7.8\times10^{18}\ {\rm cm}^{-3}$; for $r=1/10$, it rises to $2.5\times10^{19}\ {\rm cm}^{-3}$. An exponent of about eight does not make a tenfold prefactor harmless.

Part of the prefactor can be found from the wave itself. At the band edge, Schr\"odinger's equation in the depletion layer is
\begin{equation}
\frac{d^2\psi}{dy^2}=a^2y^2\psi,\qquad
a=\frac q\hbar\sqrt{\frac{mN}{\varepsilon}} .
\end{equation}
With $z=\sqrt a\,y$ it becomes $\psi''=z^2\psi$, and a bounded wave in the neutral region requires $\psi'(0)=0$. At a barrier of height $\phi$, the surface value is $z^2=aW^2=\phi/E_{00}$. For large $z$ the growing solution is $\psi\simeq Cz^{-1/2}e^{z^2/2}$: substitution leaves a relative error $3/(4z^4)$ in the equation. Thus $|\psi|^2\propto z^{-1}e^S$.

Inside the insulator, let $\kappa=\sqrt{2m_iU}/\hbar$ and let $s$ be the distance from the semiconductor. Continuity of $\psi$ and of $\psi'/{\rm mass}$ gives
\begin{equation}
\frac{\psi(s)}{\psi(0)}=\cosh\kappa s+g\sinh\kappa s,\qquad
g\simeq\sqrt{\frac{m_i\phi_m}{mU}} .
\end{equation}
The value of $g$ uses $\psi'/\psi\simeq\sqrt{2m\phi_m}/\hbar$ on the semiconductor side. For a thick layer the squared growth is $[(1+g)/2]^2e^{S_i}$. Equating $|\psi|^2$ at the metal in the two contacts gives
\begin{align}
S_b-S_m&=S_i+\delta,\qquad S_m=\frac{\phi_m}{E_{00}},\\
\delta&\simeq\frac12\ln\frac{\phi_b}{\phi_m}
+2\ln\frac{1+g}{2}.
\end{align}
If $\hbar$ is replaced by $\lambda\hbar$, each exponent is divided by $\lambda$ while $\delta$ is unchanged. Multiplication by $\lambda$ replaces $\delta$ by $\lambda\delta$, so
\begin{equation}
\ln\frac{N_\lambda}{N^*}\simeq-\frac{2\lambda\delta}{S_i}.
\end{equation}
The wave crossover therefore tends to $N^*$ as $\lambda\to0$.

A test case has $\phi_b=0.90$ eV, $\phi_m=0.30$ eV, $c=3.0$ eV, $t=0.5$ nm, $m=0.12m_0$, $m_i=m_0$ and $\varepsilon=12\varepsilon_0$. These give $\delta=0.415$ and $S_i=9.31$, hence predicted logarithmic errors of $-0.0111$ at $\lambda=1/8$ and $-0.0056$ at $1/16$. Solving the wave equation gives $-0.0110$ and $-0.0055$.

For the germanium example the two terms of $\delta$ nearly cancel, leaving $-0.03$. By itself this remainder would raise the crossover by about 0.8\%. However, $z^2=\phi_m/E_{00}^*=3.1$ at the lower barrier is not very large, and corrections to the large-$z$ forms happen to cancel the remainder. The wave crossover at the true $\hbar$ then agrees with $N^*$ to the four printed digits. This agreement is an accident of these parameters. It does not include the matching to the metal, which can still give unequal prefactors.

\section{A Fermi level inside the band}

At $N^*$ the zero-temperature Fermi energy of germanium is $\zeta=0.037$ eV above the band edge. The band bending is then $B=\phi+\zeta$, while tunnelling takes place at $E=\zeta$. Keep the parabolic depletion potential and put $s=\sqrt V$. Since $dy=\sqrt{2\varepsilon/(q^2N)}\,ds$,
\begin{align}
S(E)&=\frac{2}{E_{00}}\int_{\sqrt E}^{\sqrt B}\sqrt{s^2-E}\,ds\nonumber\\
&=\frac{1}{E_{00}}\left[\sqrt{B(B-E)}
-E\,{\rm arcosh}\sqrt{\frac BE}\right].
\end{align}
Differentiating the antiderivative $\frac12[s\sqrt{s^2-E}-E\,{\rm arcosh}(s/\sqrt E)]$ recovers the integrand. At $E=\zeta$, write $S=F(\phi)/E_{00}$. Differentiating the integral with respect to its upper limit gives
\begin{equation}
\frac{dF}{d\phi}=\sqrt{\frac{\phi}{\phi+\zeta}}<1 .
\end{equation}
So $F(\phi_b)-F(\phi_m)$ is smaller than $\phi_b-\phi_m$. The semiconductor barriers differ less in opacity, and the bare contact overtakes earlier. The crossover becomes $1.16\times10^{19}\ {\rm cm}^{-3}$, about 10\% below $N^*$. The parabola ignores the mobile electrons at the edge of the depletion layer; including their charge in Poisson's equation reduces the shift to about 6\%. As $\zeta\to0$, $F\to\phi$ and the earlier result returns.

\section{Room temperature and the low-doping limit}

Pure field emission requires $E_{00}\gg kT$. Here $E_{00}^*/kT=1.88$ at 300 K, so energies above the Fermi level contribute. After integration over transverse momentum, the electron supply at normal energy $E$ is proportional to $kT\ln[1+e^{(\zeta-E)/kT}]$. Its derivative with respect to $\zeta$ is the Fermi function $f(E)$. The small-bias conductance is thus
\begin{equation}
G\propto\int_0^\infty e^{-S(E)}f(E)\,dE ,
\end{equation}
where $S(E)$ includes the insulator for the layered contact, and the semiconductor part is zero above its barrier top. This integral puts the crossover at $1.18\times10^{19}\ {\rm cm}^{-3}$ at 77 K and $9.1\times10^{18}\ {\rm cm}^{-3}$ at 300 K. The latter is 29\% below the simple $N^*$, or about a quarter below it if the charge of the mobile electrons is included in Poisson's equation. These values take the prefactor of $e^{-S}$ as one; with the parabolic potential and the exact transmission into a free-electron metal of Fermi energy 5 to 11 eV, the 300 K crossover moves to between $8.4\times10^{18}$ and $8.8\times10^{18}\ {\rm cm}^{-3}$.

The opposite regime, $E_{00}\ll kT$, gives a second limit. Electrons then pass over the semiconductor barriers, with weights $e^{-\phi_b/kT}$ and $e^{-\phi_m/kT}$, but still tunnel through the insulator. At the semiconductor barrier top the insulator edge is higher by $c$. The logarithmic advantage of the layered contact is therefore
\begin{equation}
\ln\frac{G_{\rm layer}}{G_b}\to
\frac{\phi_b-\phi_m}{kT}-\frac{2t\sqrt{2m_ic}}{\hbar}
=15.47-7.94=7.54,
\end{equation}
with rounding in the last digit. A positive value means that the layer wins at low doping, so the order can reverse only at higher doping.

The full integral at $10^{17}\ {\rm cm}^{-3}$ gives 6.81. With tunnelling below the semiconductor barrier top removed, it gives 7.59. That tunnelling therefore favours the higher, bare barrier and delays the approach to the limit. The remaining excess of 0.05 has a simple origin: electrons lie on average $kT$ above the top, where the insulator exponent is smaller by about $7.94\,kT/(2c)=0.05$.

This example cannot be followed below about $3\times10^{16}\ {\rm cm}^{-3}$. The bulk Fermi level would then lie more than 0.15 eV below the conduction-band edge, and the interlayer contact would have no depletion layer. The limit can be tested by raising both barriers by 0.2 eV, which keeps their difference. This tests only the formula: a barrier of 0.75 eV exceeds germanium's gap of about 0.66 eV and does not describe a real germanium contact. At $10^{14}\ {\rm cm}^{-3}$ the full integral then gives 7.54; the little tunnelling that remains happens to offset the excess of 0.05.

\section{From the model to a real contact}

The parameters describe the regime of thin alumina on $n$-type germanium, but the barriers and insulator mass depend on preparation. Active doping of a few times $10^{19}\ {\rm cm}^{-3}$ can be reached in $n$-type germanium, so the calculated crossover lies in an accessible range. Several simplifications remain to be examined.

First, the depletion charge produces a voltage across the insulator. Continuity of electric displacement gives the energy drop
\begin{equation}
\Delta_i=\frac{q^2NW_mt}{\varepsilon_i},\qquad
W_m=\sqrt{\frac{2\varepsilon\phi_m}{q^2N}} .
\end{equation}
For $\varepsilon_i=8\varepsilon_0$, the field at $N^*$ is 1.3 MV/cm, below a rough breakdown scale of several MV/cm; an applied bias would change it. If 0.15 eV is the actual semiconductor barrier at that doping, the drop of 0.13 eV raises the mean insulator barrier by about 0.07 eV and lowers $N^*$ by about 3\%. If instead 0.15 eV is the sum $\phi_m+\Delta_i$, the semiconductor barrier falls with doping. The crossover then moves up to $2.0\times10^{19}\ {\rm cm}^{-3}$, where that barrier is 0.05 eV. The meaning of a quoted barrier therefore matters.

Secondly, image attraction lowers and narrows the bare barrier. Including it in that contact alone gives $1.1\times10^{19}\ {\rm cm}^{-3}$. This is a one-sided estimate, since the image force in the insulator is left out. Orientation also matters: for the light valleys on (111), $m=0.089m_0$ and the crossover is $9.8\times10^{18}\ {\rm cm}^{-3}$. A constant mass is itself an approximation this deep in the gap. On (100), replacing $V$ in the action by the two-band form $V(1-V/E_g)$, with a direct gap $E_g$ of 2.0 to 2.3 eV at the germanium valleys, lowers the crossover by 15 to 18\%. The insulator can shift it the other way. If $0.3m_0$ is the band-edge mass of alumina, the same form with a gap of 6.2 to 7.0 eV reduces $S_i$ and, taken alone, raises the crossover by 44 to 53\%. If $0.3m_0$ was instead fitted to tunnelling data with a constant-mass formula, this correction is already partly included.

Uniform doping is also a rough approximation here. At $N^*$ the mean donor spacing $N^{-1/3}$ is 4.3 nm, while the depletion widths are 8.7 nm in the bare contact and 4.5 nm in the other. The potential therefore varies from place to place along the interface, and the effect of this on the crossover is not calculated here.

Thirdly, the amorphous layer was assumed not to conserve lateral momentum. The germanium valleys lie at $(\pi/a)(1,1,1)$, where $a=0.566$ nm is the lattice constant. On (100) their lateral wavenumber is $k_\parallel=\sqrt2\pi/a=7.85\ {\rm nm}^{-1}$. If an isotropic parabolic insulator conserved it, the decay constant would become $\sqrt{\kappa^2+k_\parallel^2}$ and the layer exponent would rise from 8.2 to 17.7. The formal crossover would fall to $2.8\times10^{18}\ {\rm cm}^{-3}$, with $E_{00}=0.023$ eV. This is below $kT$ at 300 K, so field emission no longer describes the comparison. In the thermionic limit the barrier gain of 15.5 would not repay the layer exponent, which is still about 17.6 at the barrier top, and, counting only these four valleys, the layer would lose even at low doping. The conductance integral at 300 K favours the bare contact at every doping tried from $10^{17}$ to $5\times10^{18}\ {\rm cm}^{-3}$, so in this four-valley model the room-temperature crossover disappears rather than moves. Real germanium also has the $\Gamma$ valley and two $\Delta$ valleys with $k_\parallel=0$ on (100), roughly 0.14 and 0.17 to 0.19 eV higher. Including them with rough masses, together with the spread of lateral momentum within each valley, raises $\ln(G_{\rm layer}/G_b)$ at $10^{17}\ {\rm cm}^{-3}$ from $-2.9$ to between $-0.6$ and $0$. The order at low doping is therefore not settled for a real contact, although the bare contact still wins from $10^{18}$ to $5\times10^{18}\ {\rm cm}^{-3}$. Among the effects evaluated here, this one changes the result most.

For this example, equation \eqref{eq:nstar} places the reversal near $10^{19}\ {\rm cm}^{-3}$ if the disordered layer relaxes lateral momentum and the prefactors are comparable. The shifts above were found one at a time and should not be added as independent errors. The numerical output lists most of their values.

\section*{Calculated quantities}
\begin{verbatim}
Inputs (rough typical, metal/alumina/n-Ge)
bare barrier: 0.55 eV
interlayer-contact barrier: 0.15 eV
band offset: 2 eV
layer thickness: 1 nm
layer tunnelling mass: 0.3 m0
Ge permittivity: 16
layer permittivity: 8
Ge longitudinal mass: 1.6 m0
Ge transverse mass: 0.08 m0
Ge lattice constant: 0.566 nm
Ge (100) tunnelling mass: 0.1171 m0
temperature: 300 K
Crossover
layer barrier U: 2.15 eV
layer decay constant: 4.115 1/nm
layer exponent S_i: 8.229
E00 at crossover: 0.04861 eV
kT: 0.02585 eV
E00/kT at crossover: 1.88
N* from formula: 1.284e+19 cm^-3
N* from integrated exponents: 1.284e+19 cm^-3
common exponent: 11.31
bare depletion width at N*: 8.704 nm
N=3e+18 cm^-3, bare exponent: 23.41
N=3e+18 cm^-3, layer-contact exponent: 14.61
N=5e+19 cm^-3, bare exponent: 5.734
N=5e+19 cm^-3, layer-contact exponent: 9.793
N* for t=0.5 nm: 5.136e+19 cm^-3
N* for t=1.5 nm: 5.706e+18 cm^-3
Crossover with one neglected effect restored
exact band-edge wave: 1.284e+19 cm^-3
wave test, ln error at hbar/8: -0.01097
wave test, ln error at hbar/16: -0.005531
Fermi energy at N*, 0 K: 0.03654 eV
degeneracy, 0 K: 1.157e+19 cm^-3
conductance integral, 77 K: 1.179e+19 cm^-3
conductance integral, 300 K: 9.13e+18 cm^-3
image force, bare contact only: 1.109e+19 cm^-3
layer voltage drop: 2.036e+19 cm^-3
shared barrier there: 0.05207 eV
layer field at N*, fixed barrier: 1.32 MV/cm
(111) light-valley mass: 0.08944 m0
(111) light valleys: 9.809e+18 cm^-3
layer prefactor 10x worse: 7.839e+18 cm^-3
layer prefactor 10x better: 2.475e+19 cm^-3
L-valley lateral wavenumber: 7.85 1/nm
layer exponent, momentum conserved: 17.73
momentum conserved: 2.767e+18 cm^-3
E00 there: 0.02257 eV
thermionic ln advantage of layer: 7.536
same, full integral at 1e17 cm^-3: 6.811
same, no tunnelling below top: 7.59
same, 1e14 cm^-3, barriers +0.2 eV: 7.537
\end{verbatim}
